# Why integer aufbau filling can make self-consistent-field cycles oscillate, part 2

A self-consistent cycle that always fills the lowest levels with whole electrons (aufbau) can oscillate forever when the energy minimum has fractional occupations. Energies are in eV, and $T$ stands for $k_BT$. Janak's theorem, $\partial E/\partial n_i=e_i$, gives the filling rule at a minimum: $n=1$ below $\mu$, $n=0$ above, and fractional $n$ only at $e=\mu$. The rule is sufficient if $E$ is convex in the occupations.

In the two-level model, fixed orbitals $\psi_1,\psi_2$ that cannot mix share one spinless electron:

$$E=\varepsilon_1n_1+\varepsilon_2n_2+\frac U2\left(n_1^2+n_2^2\right)+Vn_1n_2,\qquad n_1+n_2=1,\qquad \Delta=\varepsilon_2-\varepsilon_1>0 .$$

With $x=n_1-n_2$,

$$e_2-e_1=\Delta-U(n_1-n_2)+V(n_1-n_2)=\Delta-Wx,\qquad W=U-V .$$

$$E'(x)=-\frac{\Delta-Wx}{2}=-\frac{e_2-e_1}{2},\qquad E''(x)=\frac W2 .$$

For $W>\Delta$ aufbau alternates between $x=\pm1$, while the minimum $E^*$ lies at $x^*=\Delta/W$:

$$E(x)-E^*=\frac W4\,(x-x^*)^2,\qquad E(\pm1)-E^*=\frac{(W\mp\Delta)^2}{4W}.$$

For Hartree repulsion with Coulomb integrals $J_{ij}$, $J_{11}+J_{22}-2J_{12}=2W$, the self-energy of the density difference.

Linear mixing moves the input by a fraction $\alpha$ of the residual $R=x_{out}-x_{in}$. With aufbau outputs $|R|>1-x^*$ for every $\alpha$. For a smooth map of slope $\sigma$ at its fixed point, a deviation is multiplied by $1-\alpha(1-\sigma)$ per step. Fermi smearing has the fixed point $x_T$, with $\sigma=-W(1-x_T^2)/4T$, stable for

$$\alpha<\alpha_c=\frac{2}{1+W(1-x_T^2)/4T}.$$

The example has $\varepsilon_1=0$, $\Delta=0.4$, $U=1$, $V=0$, so $W=1$, $x^*=0.4$, $n_1=0.7$, $n_2=0.3$, $E^*=0.41$.

The final listing also reports the free energy $F=E-TS$ ($S$ the entropy), and an H$_2$ test of Janak's theorem with occupations $n_g,n_u$ and levels eps_g, eps_u of $\sigma_g,\sigma_u$, and their exchange integral $K_{12}$.

### When the two levels can mix

In this model, with the assumption on the interaction stated next, the need for fractional occupations rests on the ban on mixing. Add a coupling $-t$, $t>0$, between the two orbitals, put the whole electron in $\cos\theta\,\psi_1+\sin\theta\,\psi_2$, and assume that the interaction still depends only on the populations $n_1=\cos^2\theta$ and $n_2=\sin^2\theta$, so that $x=\cos2\theta$. With $d=\Delta-Wx_{in}$, the expectation value of the $2\times2$ Hamiltonian relative to the mean level is $-\tfrac d2\cos2\theta-t\sin2\theta$. Its extrema are $\mp\tfrac12G$ with $G=\sqrt{d^2+4t^2}$, the lower one at $\cos2\theta=d/G$, $\sin2\theta=2t/G$. The map $x_{out}=d/\sqrt{d^2+4t^2}$ is continuous and decreasing in $x_{in}$, so one fixed point exists, with an integer occupation and a gap

$$G=\frac{2t}{\sin2\theta}=\frac{2t}{\sqrt{1-x^2}} .$$

The total energy is $E(x)-t\sin2\theta=E(x)-t\sqrt{1-x^2}$. Its stationarity condition, $-d/2+tx/\sqrt{1-x^2}=0$, is $d=xG$, the same equation. Solving for $x$ gives $x=x^*-(2t/W)\,x/\sqrt{1-x^2}$, which tends to $x^*$ as $t\to0$. The computed values are $x=0.39149$, $G=0.02173$ eV at $t=0.01$ and $x=0.39913$, $G=0.00218$ eV at $t=0.001$. The gap formula and the agreement with the energy minimum were tested at both.

A weak coupling leaves the numerical difficulty in place. From $dx_{out}/dd=4t^2/G^3=(1-x^2)/G$ the slope is $-W(1-x^2)/G$, which at $t=0.01$ is $-(1-0.39149^2)/0.02173=-39$, so that linear mixing needs $\alpha<2/40=0.05$. This estimate is derived and is not among the tests. In a crystal a lattice-periodic potential has no matrix element between different k-points, so $t=0$ exactly. A superposition of states at $\mathbf k$ and $\mathbf k'$ has a density component at $\mathbf k-\mathbf k'$, which the primitive cell cannot hold. A supercell that folds the two points together admits it, and whether it lowers the energy is then a question about a charge-density wave, which lies outside this model.

### The same mechanism on a k-point grid

Consider two uncoupled spinless bands in one dimension, $a_j=-2t_a\cos k_j$ and $b_j=\delta-2t_b\cos k_j$, sampled at $k_j=(j-\tfrac12)\pi/N$, $j=1,\dots,N$. Each point stands for the pair $\pm k_j$ and has weight $w=1/N$. The cell holds one electron, and each band repels its own charge:

$$E=w\sum_j\left(f_{aj}a_j+f_{bj}b_j\right)+\frac{U_b}{2}\left(n_a^2+n_b^2\right),\qquad n_a=w\sum_jf_{aj},\qquad n_b=w\sum_jf_{bj},$$

with $n_a+n_b=1$, that is $\sum f=N$. Janak's relation carries the weight, $\partial E/\partial f_{aj}=w\,(a_j+U_bn_a)$, so the levels are $a_j+U_bn_a$ and $b_j+U_bn_b$. The energy is linear plus convex quadratic in the $f$, so the filling rule is sufficient for a minimum. Each band shifts rigidly and fills from the bottom.

Fill the lowest $m$ states of band $a$ and the lowest $N-m-1$ of band $b$, and share the last unit between $a_{m+1}$ (occupation $n_1$) and $b_{N-m}$ (occupation $n_2$). Then $n_a=w(m+n_1)$, and $\tfrac{U_b}{2}n_a^2/w=\tfrac{wU_b}{2}(m^2+2mn_1+n_1^2)$, with the like expression for band $b$. Up to a constant,

$$\frac Ew=n_1\left[a_{m+1}+wU_bm\right]+n_2\left[b_{N-m}+wU_b(N-m-1)\right]+\frac{wU_b}{2}\left(n_1^2+n_2^2\right).$$

This is the two-level model with $W=wU_b$ and $\Delta_{\rm eff}$ equal to the second bracket minus the first, which may now have either sign.

For $t_a=1$, $t_b=0.5$, $U_b=2$, $\delta=0.9$ and $N=8$, plain aufbau iteration from an empty band $a$ fills $0,7,3,5,4,5,4,5,\dots$ states of that band. With $m=4$, $a_5=0.3902$, $b_4=0.7049$ and $W=0.25$, so

$$\Delta_{\rm eff}=(0.7049+0.25\times3)-(0.3902+0.25\times4)=0.0647<W,$$

and $x^*=0.2589$. A projected-descent minimization over all 16 occupations, which assumes nothing about their structure, leaves exactly these two states fractional, with $f_a=0.6295$, $f_b=0.3705$ and a common level $\mu=1.5475$ eV. All lower levels are full and all higher ones empty. The minimum is $-0.02348$ eV per cell. The integer fillings with 5 and 4 states in band $a$ have $-0.01918$ and $-0.01109$ eV, higher by 0.0043 and 0.0124 eV, which agree with $w(W\mp\Delta_{\rm eff})^2/4W=0.125\times0.1853^2$ and $0.125\times0.3147^2$ (here $4W=1$).

How often this occurs can be counted exactly in this model. Since $k_{N-j+1}=\pi-k_j$, one has $b_{N-j+1}=\delta+2t_b\cos k_j$ and $a_j-b_{N-j+1}=c_j-\delta$, with $c_j=-2(t_a+t_b)\cos k_j$ increasing in $j$. For an input filling $m$ the relative shift of the bands is $wU_b[m-(N-m)]=U_b(2wm-1)$. State $a_j$ has $j-1$ states of its own band below it, so it is among the lowest $N$ when at most $N-j$ states of band $b$ lie below it, that is when $b_{N-j+1}$ lies above it. The output filling is the number of $j$ with $c_j+U_b(2wm-1)<\delta$, and it equals $m$ on the plateau

$$c_m+U_b(2wm-1)<\delta<c_{m+1}+U_b(2wm-1).$$

The plateau of $m+1$ begins at $c_{m+1}+U_b(2wm-1)+2wU_b$. Between successive plateaus lies a window of offsets, of width $2wU_b$, with no integer solution, and in it $\Delta_{\rm eff}=\delta-c_{m+1}-U_b(2wm-1)-wU_b$ runs from $-W$ to $W$. In that window the input $m$ gives the output $m+1$ if $c_{m+2}-c_{m+1}>2wU_b$, and the input $m+1$ gives $m$ if $c_{m+1}-c_m>2wU_b$. Under these sufficient conditions the two fillings form a cycle that moves the charge $w$. For $N=8$, $c_5=-c_4=0.585$ and $c_6=-3\cos(11\pi/16)=1.667$, so the spacings 1.17 and 1.08 exceed $2wU_b=0.5$.

In the continuum limit the filling $y=n_a$ puts the Fermi points at $\pi y$ and $\pi(1-y)$, and equality of the two Fermi levels gives $\delta(y)=-2(t_a+t_b)\cos\pi y+U_b(2y-1)$. At $y=m/N$ this value lies inside plateau $m$, because $k_m<m\pi/N<k_{m+1}$. For $N$ divisible by 4 the range from $\delta(\tfrac14)$ to $\delta(\tfrac34)$, of length $2\sqrt2(t_a+t_b)+U_b$, therefore holds exactly $N/2$ whole windows, of total length $(N/2)(2U_b/N)=U_b$. The fraction of offsets without an aufbau solution is

$$P=\frac{U_b}{U_b+2\sqrt2\,(t_a+t_b)}=\frac{2}{2\times3.1213}=0.3204,$$

independent of $N$. A scan of 4000 offsets, which sorts the levels for every integer filling, finds 0.3205, 0.3200 and 0.3205 for $N=16$, 32 and 64, within the tolerance of about one scan point per window, while the window shrinks from 0.2500 to 0.1250 to 0.0625 eV. Plateaus and windows both scale as $w$. A finer grid reduces the size of the oscillation in a window and leaves the fraction of offsets without an integer solution unchanged. A cycle can also miss a solution that exists, depending on the start: for $N=8$ and $\delta=3.1$ the filling 6 reproduces itself, but the fillings 5 and 7 turn into each other. In a window, under the conditions above, the sizes are as follows. The charge swing is $w$, the relative swing of the bands is $2wU_b$, and the energy per cell of the better integer state exceeds the minimum by $w(W-|\Delta_{\rm eff}|)^2/4W$, which is bounded by $w^2U_b/4$.

One formula joins the smeared pair to the continuum. With Fermi smearing, $\partial f/\partial\mu=f(1-f)/T$, so each band has a response $\chi_a=w\sum_jf_{aj}(1-f_{aj})/T$, and likewise $\chi_b$. A change $dy$ of the input shifts band $a$ by $U_b\,dy$ and band $b$ by $-U_b\,dy$. The outputs change by $\chi_a(d\mu-U_b\,dy)$ and $\chi_b(d\mu+U_b\,dy)$. Their sum must vanish, which fixes $d\mu=U_b\,dy\,(\chi_a-\chi_b)/(\chi_a+\chi_b)$, and insertion into the first gives

$$\sigma=\frac{dy_{out}}{dy_{in}}=-\frac{2U_b\,\chi_a\chi_b}{\chi_a+\chi_b}.$$

When the offset lies in a window and $T$ is far below the level spacing only the pinned pair responds, $\chi_a=\chi_b=wn_1n_2/T=w(1-x^2)/4T$, and $\sigma=-wU_b(1-x^2)/4T$ is the two-level slope, which diverges as $T\to0$. When $T$ is far above the spacing and far below the band width, $\chi_a$ becomes the density of states per cell, $D_a=dy/d\varepsilon=1/(2\pi t_a\sin\pi y)$, and likewise $D_b$, so that $\sigma=-U_b/[\pi(t_a+t_b)\sin\pi y]$. At $y=\tfrac12$ this is $-2/(1.5\pi)=-0.42$. This formula is derived and is not among the tests. The slope obeys $|\sigma|<1$ where $\sin\pi y>0.42$, which includes the range $\tfrac14\le y\le\tfrac34$ used above. There the exact zone integral is stable without any mixing, and the oscillation is wholly an effect of sharp filling on a discrete grid. It differs in this from charge sloshing, where $|\sigma|>1$ already in the continuum and smaller mixing does lead to convergence. In the same variables the plateau width is $w(1/D_a+1/D_b)$ to leading order in $w$, and the local failing fraction is $2U_b/(2U_b+1/D_a+1/D_b)=|\sigma|/(1+|\sigma|)$ with the continuum slope.

In two and three dimensions the levels near the Fermi energy are irregularly spaced and the stars of k-points have unequal weights, so that a single partly filled last level can occur for reasons of counting alone. The spacing and the repulsion per state still both scale inversely with the number of points. That the failing fraction then remains roughly independent of the grid is a conjecture based on this scaling. The Hartree expression for $W$ indicates where it should be largest, namely where states of different spatial character, such as a localized band and a diffuse one, meet at the Fermi energy.

### What to do about it

The diagnosis needs the occupations and levels near the Fermi energy at successive steps. The signature derived above is a pair of states that cannot mix, that exchange their order whenever they exchange their occupations, and a residual that stays above $1-x^*$ however far $\alpha$ is reduced, although the swing of the input is at most $2\alpha$ and so vanishes with $\alpha$. Two calculations with fixed occupations measure the model. The level difference $e_2-e_1$ is $\Delta-W$ with level 1 filled and $\Delta+W$ with level 2 filled, in the example $0.4-1.0=-0.6$ and $1.4-0=1.4$. Half the sum is $\Delta=0.4$ and half the difference is $W=1$. A negative first and positive second value place the zero of $E'$ between the two states. The ratio $\Delta/W$ locates it exactly when the energy is quadratic in $x$ and approximately otherwise.

For the zero-temperature minimum on the given grid, the occupations have to be treated as variables. The optimal damping algorithm minimizes the energy along the line from the current density matrix to the aufbau output, and EDIIS does so over the convex hull of earlier ones. In the two-level model the line from $x=1$ to $x=-1$ is the whole interval, so one exact line search lands on $x^*$. Ensemble density-functional minimization over orbitals and occupations serves the same end at small $T$. These methods use energies and slopes, which carry the distance between the levels that the integer output discards.

With smearing, the width and the mixing are chosen together. In the pair regime, $T>W/4$ makes $|\sigma|<1$ and $\alpha_c>1$, since $1-x_T^2\le1$. On a grid $W=wU_b$, and the ratio of $W/4$ to the level spacing $w/D$ of a band is $U_bD/4$, independent of the grid. The neighbouring levels add little only when this ratio is small. At $T=1.05\,W/4$, where the pair alone gives $|\sigma|\le0.95$, the largest slope near half filling is about 0.96 for the bands above, 1.14 for $U_b=4$ and 1.5 for a narrow band with $t_b=0.1$, so a narrow band or a strong repulsion needs a larger width. As long as the continuum slope is below 1 in magnitude, the width that suffices still falls with the k-point weight, and a finer grid permits a smaller $T$ at the same $\alpha$. Below that width $\alpha$ must stay under $\alpha_c$, and $\alpha_c/2$ is the best local value. The linear tetrahedron method interpolates the bands between grid points, so its weights vary continuously with the levels as long as the corners of a tetrahedron at the Fermi energy are not all degenerate. The response is then the density of states of the interpolated bands, which places the cycle in the continuum regime of the slope formula, provided each band is followed by its character. If the bands are connected in order of energy, two states that cross at a grid point near the Fermi energy exchange unequal weights and the output jumps again. In the two-band model with linear interpolation this leaves offsets without a fixed point, near $|\delta|=0.20$–$0.27$ eV for $N=8$ and $0.10$–$0.13$ eV for $N=16$.

Three remedies miss the minimum, and the first two give a converged cycle in a wrong state. A level shift $B$ added to the empty level keeps $x=1$ when $\Delta-W+B>0$, that is for $B>0.6$ eV in the example, and frozen occupations keep it by decree. Both end in a state with an empty level 0.6 eV below a filled one and an energy 0.09 eV above the minimum. A rule that shares the electron equally among levels found degenerate within a tolerance returns $x=0$. That is the minimum when symmetry makes $\Delta=0$. For $\Delta\ne0$ the levels at $x=0$ are $\Delta$ apart, the energy is $\Delta^2/4W=0.04$ eV above $E^*$ in the example. A cycle that has reached $x=0$ stays in this wrong state if the tolerance exceeds $\Delta$, and otherwise fills level 1 again at the next step. From an integer filling the unmixed cycle gets there only if the tolerance exceeds $W-\Delta$, the smaller of the two level distances, which is 0.6 eV in the example. With a smaller tolerance the rule never acts and the oscillation goes on. Levels pinned by the repulsion are degenerate at unequal occupations, 0.7 and 0.3 here, fixed by $\Delta/W$.

## Values computed for the example and the checks

```
H2, R = 0.74 Angstrom, LDA (Slater+VWN5), cc-pVDZ, n_g = 1.5, n_u = 0.5
  dE/dn_g = -12.3251 eV, eps_g = -12.3251 eV
  dE/dn_u = 0.2955 eV, eps_u = 0.2955 eV
  overlap of sigma_g at (1.5,0.5) with that at (2,0) = 0.99915
  ground-state orbitals: J12 = 11.257, K12 = 1.947, J12-K12 = 9.310 eV
random models: 300, with fractional minimum: 156
model: eps1 = 0 eV, Delta = 0.4 eV, U = 1.0 eV, V = 0.0 eV
  n = [1. 0.]: levels 1.000, 0.400 eV, E = 0.500 eV, output [0. 1.]
  n = [0. 1.]: levels 0.000, 1.400 eV, E = 0.900 eV, output [1. 0.]
  minimum: x* = 0.4000, n1 = 0.7000, n2 = 0.3000
  levels 0.7000, 0.7000 eV, E* = 0.4100 eV
  E(x=1) - E* = 0.0900 eV
mixing alpha = 0.1: bounds [0.2600, 0.4600], seen [0.2620, 0.4022]
  min residual 0.6642, mean x 0.3333, level 1 filled 0.6666
mixing alpha = 0.01: bounds [0.3860, 0.4060], seen [0.3860, 0.4060]
  min residual 0.6000, mean x 0.3961, level 1 filled 0.6980
smearing kT = 0.05 eV (580 K): x_T = 0.3312, n1 = 0.6656, n2 = 0.3344
  gap 0.0688 eV, F = 0.3475 eV, slope -4.452, alpha_c = 0.3669
  |x-x_T| after 400 steps: below 1e-10 at 0.95 alpha_c, 0.0702 at 1.05 alpha_c
  kT = 0.025 eV: x_T = 0.3621, alpha_c = 0.2064
  kT = 0.005 eV: x_T = 0.3917, alpha_c = 0.0462
coupling t = 0.01 eV: x = 0.39149, gap = 0.02173 eV
coupling t = 0.001 eV: x = 0.39913, gap = 0.00218 eV
bands: ta = 1.0, tb = 0.5, Ub = 2.0, delta = 0.9 eV, N = 8, w = 0.125
  filled a-states per aufbau step: [0, 7, 3, 5, 4, 5, 4, 5, 4, 5]
  bare a_5 = 0.3902 eV, bare b_4 (with offset) = 0.7049 eV
  Delta_eff = 0.0647 eV, W = 0.2500 eV, x* = 0.2589
  minimum: f_a = 0.6295, f_b = 0.3705, mu = 1.5475 eV, E = -0.02348 eV
  integer filling, 4 a-states: E = -0.01109 eV
  integer filling, 5 a-states: E = -0.01918 eV
offset scan over +-3.1213 eV, 4000 points, predicted failing fraction 0.3204
  N = 16: failing fraction 0.3205, window 2wU = 0.2500 eV
  N = 32: failing fraction 0.3200, window 2wU = 0.1250 eV
  N = 64: failing fraction 0.3205, window 2wU = 0.0625 eV
```
